# Hooke's atom in a weak trap: separation and energy

## Problem

Two electrons of mass $m$ and charge $-e$ are held in a three-dimensional harmonic trap of frequency $\omega$ and repel each other. In Gaussian units, without relativistic terms, this model, called Hooke's atom, has the Hamiltonian

$$H=-\frac{\hbar^2}{2m}(\nabla_1^2+\nabla_2^2)+\frac{m\omega^2}{2}(r_1^2+r_2^2)+\frac{e^2}{|\mathbf r_1-\mathbf r_2|}.$$

The trap is weak.

(a) How far apart do the electrons sit?

(b) What is the ground-state energy up to and including terms of order $\omega$?

(c) How large is the error of that estimate, and how is the energy shared between motion, trap and repulsion?

Evaluate the answers for $\omega=0.01$ in atomic units ($\hbar=m=e=1$).

## Solution

### Separating the motion

Let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$, so that $\mathbf r_{1,2}=\mathbf R\pm\mathbf r/2$. Then $r_1^2+r_2^2=2R^2+r^2/2$. The chain rule gives $\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_r$, hence $\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_r^2$. The cross terms cancel in both sums, and

$$H=\left[-\frac{\hbar^2}{4m}\nabla_R^2+m\omega^2R^2\right]+\left[-\frac{\hbar^2}{m}\nabla_r^2+V(r)\right],\qquad V(r)=\frac{m\omega^2r^2}{4}+\frac{e^2}{r}.$$

The first bracket is a three-dimensional oscillator of mass $2m$ and frequency $\omega$. Its lowest energy is $3\hbar\omega/2$ at any $\omega$.

The second bracket describes a particle of mass $m/2$. For angular momentum $l$ it contains the positive term $\hbar^2l(l+1)/(mr^2)$, so the ground state has $l=0$. This state is unchanged when the electrons are exchanged ($\mathbf r\to-\mathbf r$), so the spins form a singlet. With $u=r\psi$,

$$-\frac{\hbar^2}{m}u''+V(r)u=\varepsilon u,\qquad u(0)=0,\qquad E=\varepsilon+\tfrac32\hbar\omega.$$

### (a) The classical separation

The potential is least where the trap force balances the repulsion:

$$V'(r_0)=\frac{m\omega^2r_0}{2}-\frac{e^2}{r_0^2}=0\quad\Rightarrow\quad r_0=\left(\frac{2e^2}{m\omega^2}\right)^{1/3}.$$

In atomic units $r_0=(2/\omega^2)^{1/3}$. Since $V''=m\omega^2/2+2e^2/r^3>0$, there is no other minimum.

The balance condition can be written $m\omega^2r_0^3=2e^2$. The trap part of $V(r_0)$ is therefore $m\omega^2r_0^2/4=e^2/(2r_0)$, and

$$V(r_0)=\frac{e^2}{2r_0}+\frac{e^2}{r_0}=\frac{3e^2}{2r_0}.$$

In atomic units this is $\tfrac32(\omega^2/2)^{1/3}=3\cdot2^{-4/3}\omega^{2/3}$, the leading energy.

### (b) The zero-point energy

At the minimum $2e^2/r_0^3=m\omega^2$, so $V''(r_0)=\tfrac12m\omega^2+m\omega^2=\tfrac32m\omega^2$. Dividing by the mass $m/2$ gives the squared frequency $3\omega^2$. The separation thus vibrates at $\sqrt3\,\omega$, with zero-point energy $\sqrt3\,\hbar\omega/2$.

Of the six classical modes, three belong to the centre of mass, one is this vibration, and two are rotations of the pair. The rotations have no restoring force, because the minimum is a whole sphere of directions of $\mathbf r$, and they add no energy at $l=0$. Hence

$$E\simeq\frac{3e^2}{2r_0}+\frac{3+\sqrt3}{2}\hbar\omega,$$

or, in atomic units,

$$E\simeq3\cdot2^{-4/3}\omega^{2/3}+\frac{3+\sqrt3}{2}\,\omega.$$

### (c) The error of the estimate

Write $r=r_0(1+x)$ and measure energy in $e^2/r_0$. The kinetic coefficient becomes

$$h=\frac{\hbar^2}{mr_0^2}\,\frac{r_0}{e^2}=\frac{a_0}{r_0},\qquad a_0=\frac{\hbar^2}{me^2}.$$

The potential becomes

$$v(x)=\tfrac12(1+x)^2+\frac1{1+x}=\tfrac32+\tfrac32x^2-x^3+x^4-\dots$$

A weak trap means $h\ll1$, and $h$ plays the part of $\hbar^2$.

**Harmonic part.** For $f=e^{-x^2/(4s^2)}$ one has $f''=[x^2/(4s^4)-1/(2s^2)]f$. This solves $-hf''+\tfrac32x^2f=\epsilon f$ if $h/(4s^4)=\tfrac32$. Thus

$$s^2=\langle x^2\rangle=\sqrt{h/6},\qquad \epsilon=\frac{h}{2s^2}=\sqrt{3h/2},$$

and the level spacing is $2\epsilon=\sqrt{6h}$. As a check, $(e^2/r_0)^2\cdot3h/2=3\hbar^2e^2/(2mr_0^3)=3\hbar^2\omega^2/4$, so $\epsilon$ is the vibrational energy found above.

**Quartic term, first order.** With $x=s(a+a^\dagger)$, $x^2|0\rangle=s^2(|0\rangle+\sqrt2|2\rangle)$. The squared norm gives $\langle x^4\rangle=3s^4=h/2$.

**Cubic term, second order.** Its first-order value vanishes by parity. Applying $x$ once more,

$$x^3|0\rangle=s^3(3|1\rangle+\sqrt6|3\rangle).$$

The excited states lie one and three spacings up, so the shift is

$$-\frac{s^6}{\sqrt{6h}}\left(9+\frac63\right)=-\frac{11(h/6)^{3/2}}{\sqrt{6h}}=-\frac{11h}{36}.$$

This is of the same order as the quartic term, so both must be kept. Their sum is $18h/36-11h/36=7h/36$. Multiplied by $e^2/r_0$, it adds

$$\Delta E=\frac{7}{36}\frac{\hbar^2}{mr_0^2},\qquad\text{in atomic units}\quad\frac{7}{36}2^{-2/3}\omega^{4/3}.$$

To find the next order, set $x=h^{1/4}y$. The Hamiltonian without its constant is $h^{1/2}$ times an oscillator perturbed by $-h^{1/4}y^3+h^{1/2}y^4-\dots$. Changing the signs of $y$ and $h^{1/4}$ together leaves it unchanged, so the perturbed energy contains only even powers of $h^{1/4}$. The next term is of order $h^{3/2}e^2/r_0\propto r_0^{-5/2}\propto\omega^{5/3}$.

The expansion about $x=0$ ignores the condition $u=0$ at $x=-1$. There the harmonic density is smaller than at its peak by $e^{-1/(2s^2)}=e^{-\sqrt{3/(2h)}}$, which suggests an exponentially small effect. In the numerical check at $\omega=0.0001$, moving the wall from $r=0$ to $r_0/4$ changes the energy by less than $10^{-12}$ hartree.

### Spread and mean separation

The quantum separation is not sharp. Its spread is

$$r_0s=\left(\frac{\hbar^2r_0^3}{6me^2}\right)^{1/4}=\left(\frac{\hbar}{\sqrt3\,m\omega}\right)^{1/2},$$

where $r_0^3=2e^2/(m\omega^2)$ was used. Relative to $r_0$ it is $s\propto\omega^{1/6}$, which falls slowly.

The mean is also shifted. Multiply $-hu''+vu=\epsilon_{\rm tot}u$ by $u'$ and integrate over $x$ from $-1$ to infinity, with $u$ normalized. The terms are $\tfrac h2u'(-1)^2$, $-\tfrac12\langle v'\rangle$ and zero, so $\langle v'\rangle=hu'(-1)^2$, which is negligible here. Since $v'=3x-3x^2+\dots$, it follows that $\langle x\rangle\simeq\langle x^2\rangle$ and

$$\langle r\rangle\simeq r_0\left[1+\sqrt{\frac{a_0}{6r_0}}\,\right].$$

The electrons are on average farther apart than $r_0$, because the potential rises more gently on the outer side.

### Sharing the energy

Let $T$, $V_{\rm ext}$ and $V_{ee}$ be the mean kinetic, trap and repulsion energies. Only the trap term of $H$ depends on $\omega$, so the Hellmann–Feynman theorem gives $dE/d\omega=2V_{\rm ext}/\omega$. Stretching all coordinates by $\lambda$ changes the mean energy to $T/\lambda^2+\lambda^2V_{\rm ext}+V_{ee}/\lambda$. This is stationary at $\lambda=1$, so $2T=2V_{\rm ext}-V_{ee}$. Together with $E=T+V_{\rm ext}+V_{ee}$,

$$V_{\rm ext}=\frac\omega2\frac{dE}{d\omega},\qquad T=3V_{\rm ext}-E,\qquad V_{ee}=2E-4V_{\rm ext}.$$

A term of $E$ proportional to $\omega^p$ is therefore divided into fractions $p/2$ for the trap, $3p/2-1$ for motion and $2-2p$ for repulsion:

- $p=2/3$: one third trap, two thirds repulsion, no kinetic energy;
- $p=1$: half trap, half kinetic energy, no repulsion.

So $T\simeq(3+\sqrt3)\hbar\omega/4$ while $V_{ee}\simeq e^2/r_0$, and $T/V_{ee}$ vanishes as $\omega^{1/3}$. This is a strong-interaction limit. The minimum of the exact density functional is the exact ground-state energy at every $\omega$. For two electrons in this trap it therefore reproduces both coefficients found in (b) as $\omega\to0$, and an approximate functional can be tested against them.

### Numbers for $\omega=0.01$

The separation is $r_0=(2\times10^4)^{1/3}=27.144$ bohr, or 1.436 nm, so $h=1/27.144=0.0368$. The energy terms, in hartree, are

- classical: $1.5/27.144=0.05526$;
- zero-point: $0.01500+0.00866=0.02366$;
- anharmonic: $(7/36)/27.144^2=0.00026$.

The first two add up to 0.07892 hartree. The numerical solution of the radial equation gives 0.07921 hartree, or 2.155 eV. The two-term estimate is 0.36% below it, and the anharmonic term removes most of the difference.

The estimated spread is 7.60 bohr, which is 28% of $r_0$; the numerical value is 7.44 bohr. The energy is much better than this width suggests, because its relative correction is of order $h\sim s^4$ and the cubic and quartic contributions partly cancel. The mean separation is estimated as $27.144\,(1+\sqrt{0.0368/6})=29.27$ bohr, against 29.37 bohr numerically.

### Other frequencies

Energies are in hartree. The error is that of the two-term estimate relative to the numerical energy.

| $\omega$ | Numerical $E$ | Two terms | Error | $T/V_{ee}$ |
|---|---|---|---|---|
| 0.5 | 2.00000 | 1.93301 | −3.3% | 1.48 |
| 0.1 | 0.50000 | 0.49310 | −1.4% | 0.76 |
| 0.01 | 0.07921 | 0.07892 | −0.36% | 0.33 |
| 0.001 | 0.01428 | 0.01427 | −0.09% | 0.15 |
| 0.0001 | 0.00280 | 0.00280 | −0.02% | 0.07 |

At $\omega=0.5$ one has $r_0=(2/0.25)^{1/3}=2$ bohr, so $h=0.5$ is not small and the estimated spread is $s=(0.5/6)^{1/4}=0.54$ of $r_0$. The picture of a small vibration about a fixed separation no longer applies, although the two-term energy is still only 3.3% below the numerical one. That agreement does not persist in a strong trap. There lengths scale as $\omega^{-1/2}$, the repulsion grows only as $\omega^{1/2}$, and $E/\hbar\omega$ tends to 3, the value for two independent electrons, although the difference $E-3\hbar\omega$ itself still grows as $\omega^{1/2}$. In the two-term formula the ratio tends instead to $(3+\sqrt3)/2\simeq2.37$, so its error tends to about $-21\%$ as $\omega\to\infty$.

## Computed values

```
COEFFICIENTS (atomic units): formula, from eigenvalues
omega^(2/3): 1.1905508  1.1905508
omega^1:     2.366025  2.366026
omega^(4/3): 0.12249  0.12246
power of omega in the remainder: 1.672
squared mode frequencies / omega^2: 0.000 0.000 1.000 1.000 1.000 3.000
EXAMPLE: omega = 0.01 atomic units
classical separation r0 = 27.144 bohr = 1.4364 nm
small parameter a0/r0 = 0.03684
classical energy = 0.055260 hartree
centre-of-mass zero-point = 0.015000 hartree
radial zero-point = 0.008660 hartree
total zero-point = 0.023660 hartree
anharmonic term = 0.000264 hartree
two-term energy = 0.078921 hartree
three-term energy = 0.079185 hartree
numerical energy = 0.079205 hartree = 2.1553 eV
mean separation: estimate 29.271, numerical 29.367 bohr
spread of r: estimate 7.598, numerical 7.437 bohr
estimated spread / r0 = 0.2799
triplet gap: estimate 0.002714, numerical 0.002770 hartree
T: estimate 0.012094, numerical 0.012127 hartree
Vext: estimate 0.030426, numerical 0.030444 hartree
Vee: estimate 0.036664, numerical 0.036635 hartree
numerical T/Vee = 0.3310
TABLE: omega; energies in hartree: numerical, classical,
two-term, three-term; two-term error in percent; T/Vee
0.5  2.0000000  0.7500000  1.9330127  1.9816238  -3.3494  1.4849
0.1  0.5000000  0.2564964  0.4930989  0.4987845  -1.3802  0.7624
0.01  0.0792053  0.0552605  0.0789207  0.0791846  -0.3593  0.3310
0.001  0.0142842  0.0119055  0.0142715  0.0142838  -0.0886  0.1508
0.0001  0.0028021  0.0025650  0.0028016  0.0028021  -0.0206  0.0695
energy shift, wall at r0/4, omega = 0.0001: 5.3e-14 hartree
```
